\section*{Do Diffuse Surfaces Raise the Resistivity of Every Metal Film?}

\section{The argument from shortened paths}

\textbf{Q:} I hold that diffuse surfaces raise the resistivity of every thin metal film. An electron that hits a rough surface forgets its direction. In a thinner film it hits the surface sooner, so its path is shorter and the resistivity is higher. Where could that fail?

\textbf{A:} It fails at the words ``hits the surface''. Your argument assumes that the electrons carrying the current also move towards the surface. Let us make that assumption visible.

Take a film between $z=0$ and $z=d$, with a field $E$ along $x$. The film is long and steady, so $\nabla\times\mathbf E=0$ gives $\partial E_x/\partial z=0$: the field driving the current is the same at every depth. Electrons have charge $-e$, velocity $\mathbf v(\mathbf k)$, energy $\varepsilon(\mathbf k)$ and a relaxation time $\tau$, which I hold at its bulk value. To first order in $E$, the change $\delta f$ of the equilibrium distribution $f_0(\varepsilon)$ obeys
\begin{equation}
v_z\frac{\partial\,\delta f}{\partial z}-eEv_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{\delta f}{\tau}.
\label{be}
\end{equation}
The field term comes from $\hbar\dot k_x=-eE$ and $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$. Far from any surface the first term is absent and $\delta f=eE\tau v_x\,\partial f_0/\partial\varepsilon$. In the film I write
\begin{equation}
\delta f=eE\tau v_x\frac{\partial f_0}{\partial\varepsilon}\,g(z),
\end{equation}
so that $g=1$ means bulk behaviour. Substituting and dividing by the common factor $eEv_x\,\partial f_0/\partial\varepsilon$ leaves
\begin{equation}
v_z\tau\,\frac{dg}{dz}+g=1 .
\label{g}
\end{equation}

\textbf{Q:} And the surface enters through the boundary condition?

\textbf{A:} Yes. A fraction $p$ of the arriving electrons is reflected specularly, into a state with the same $v_x$ and opposite $v_z$. The rest is re-emitted diffusely. I assume that the crystal and film have the mirror symmetry $x\to-x$. Since $\delta f$ is odd in $v_x$, the diffuse part then carries no memory of the field and adds nothing to $g$. Hence $g_{\rm out}=p\,g_{\rm in}$ at both surfaces.

Let $\lambda_z=|v_z|\tau$. For $v_z>0$ and $v_z<0$ the solutions of (\ref{g}) are
\begin{equation}
g_+=1-Ce^{-z/\lambda_z},\qquad g_-=1-Ce^{-(d-z)/\lambda_z},
\end{equation}
with the same $C$ because the two surfaces are alike. At $z=0$ the outgoing electrons are those with $v_z>0$, so
\begin{equation}
1-C=p\left(1-Ce^{-d/\lambda_z}\right)
\;\Rightarrow\;
C=\frac{1-p}{1-p\,e^{-d/\lambda_z}} .
\end{equation}
The mean of $e^{-z/\lambda_z}$ over the thickness is $(\lambda_z/d)(1-e^{-d/\lambda_z})$, and $g_-$ has the same mean as $g_+$. With $x=\lambda_z/d$, the thickness average of $g$ is therefore
\begin{equation}
S(x,p)=1-\frac{(1-p)\,x\left(1-e^{-1/x}\right)}{1-p\,e^{-1/x}} .
\label{S}
\end{equation}
For $x=1$, $p=0$ this is $e^{-1}=0.3679$; a finite-difference solution of (\ref{g}) with its boundary conditions gives 0.3679 as well.

\section{Which electrons count}

\textbf{Q:} So $S$ is below one, and I am right?

\textbf{A:} It is below one when $x>0$ and $p<1$. Indeed $0<1-e^{-1/x}<1/x$, so $x(1-e^{-1/x})$ lies between 0 and 1. The factor $(1-p)/(1-pe^{-1/x})$ is positive and at most 1. The subtracted term thus lies strictly between 0 and 1. But as $x\to0$ it vanishes, and $S\to1$.

Now add up the states. The current density is $-2e\int v_x\,\delta f\,d^3k/(2\pi)^3$, which gives
\begin{equation}
\sigma=2e^2\tau\int\!\frac{d^3k}{(2\pi)^3}\,v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right)S .
\label{sigma}
\end{equation}
Let $\langle\cdots\rangle$ denote an average over $\mathbf k$ with weight $-\partial f_0/\partial\varepsilon$, in effect over the Fermi surface. With $\rho_0$ the bulk resistivity,
\begin{equation}
\frac{\rho_0}{\rho}=\frac{\langle v_x^2S\rangle}{\langle v_x^2\rangle}\le1 .
\label{ratio}
\end{equation}
In this model diffuse surfaces never lower the resistivity. For $p<1$ they raise it if and only if a non-vanishing part of the Fermi surface has both $v_x\neq0$ and $v_z\neq0$. If there is no such part, $S=1$ wherever $v_x^2$ is non-zero, and the two averages are equal.

\textbf{Q:} Is there a metal-like Fermi surface with no such part?

\textbf{A:} A cylinder running through the whole Brillouin zone, with its axis along the film normal. Its energy does not depend on $k_z$, so $v_z=\hbar^{-1}\partial\varepsilon/\partial k_z=0$ for every state, whatever the shape of its cross-section. Then $\rho=\rho_0$ for every $d$ and every $p$, including $p=0$. There is no classical size effect.

The relaxation time is not essential here. With $v_z=0$ the derivative in (\ref{be}) is gone. Replace $-\delta f/\tau$ by any collision operator that acts locally in $z$ and is the same at every depth: each depth then obeys the bulk equation on its own, and no state carries information from the surface inwards.

\textbf{Q:} Perhaps cylinders are simply insensitive to surfaces.

\textbf{A:} Turn the cylinder and see. For films thick compared with every $\lambda_z$, the exponentials in (\ref{S}) can be dropped, leaving $S\simeq1-(1-p)\lambda_z/d$. Equation (\ref{ratio}), inverted to first order in $1/d$, becomes
\begin{equation}
\frac{\rho}{\rho_0}\simeq1+\frac{1-p}{d}\,\frac{\langle v_x^2\lambda_z\rangle}{\langle v_x^2\rangle}.
\label{thick}
\end{equation}
Let $\lambda=v_F\tau$ be the mean free path. On a sphere, put $v_z=v_Fu$. Averaging over the azimuth gives $v_x^2\to v_F^2(1-u^2)/2$, so the ratio in (\ref{thick}) is
\begin{equation}
\lambda\,\frac{\int_0^1(1-u^2)u\,du}{\int_0^1(1-u^2)\,du}=\lambda\,\frac{1/4}{2/3}=\frac38\lambda .
\end{equation}
Now lay a circular cylinder in the film plane and send the current across its axis. The velocity circle then contains both the current direction and the film normal: $v_x=v_F\sin\varphi$, $v_z=v_F\cos\varphi$. The ratio is
\begin{equation}
\lambda\,\frac{\int_0^{\pi/2}\sin^2\varphi\cos\varphi\,d\varphi}{\int_0^{\pi/2}\sin^2\varphi\,d\varphi}
=\lambda\,\frac{1/3}{\pi/4}=\frac{4}{3\pi}\lambda\approx0.42\,\lambda .
\end{equation}
The lying cylinder has a larger coefficient than the sphere; the upright one has coefficient zero. What removes the size effect is the orientation of the velocities, not the cylindrical shape by itself.

\section{A layered metal with numbers}

\textbf{Q:} A perfect cylinder means that electrons cannot pass between layers at all. Real layered metals conduct along the normal, if poorly.

\textbf{A:} Then let them hop. With layer spacing $s$ and hopping energy $t$, take
\begin{equation}
\varepsilon=\frac{\hbar^2(k_x^2+k_y^2)}{2m}-2t\cos\theta,\qquad \theta=k_zs .
\label{band}
\end{equation}
This is a warped cylinder, open as long as $2t<E_F$. Differentiation gives $v_z=(2ts/\hbar)\sin\theta$, hence
\begin{equation}
\lambda_z=\Lambda|\sin\theta|,\qquad \Lambda=\frac{2ts\tau}{\hbar}.
\end{equation}
To average, fix $k_z$ and let $w$ be the in-plane energy. Then $d^2k=(2\pi m/\hbar^2)\,dw$ after integration over angle, and the angular mean of $v_x^2$ is $w/m$. At the Fermi energy $w=E_F+2t\cos\theta$, so each $k_z$ enters (\ref{ratio}) with weight $E_F+2t\cos\theta$. Under $\theta\to\pi-\theta$ the cosine changes sign, while $S$, which depends on $|\sin\theta|$, does not. The cosine term therefore integrates to zero, and
\begin{equation}
\frac{\rho_0}{\rho}=\frac2\pi\int_0^{\pi/2}S\!\left(\frac{\Lambda\sin\theta}{d},p\right)d\theta .
\label{warp}
\end{equation}
The mean of $\sin\theta$ over this range is $2/\pi$, so for $d\gg\Lambda$
\begin{equation}
\frac{\rho}{\rho_0}\simeq1+\frac{2}{\pi}(1-p)\frac{\Lambda}{d}.
\label{warpthick}
\end{equation}

\textbf{Q:} How would I find $\Lambda$ without knowing $t$?

\textbf{A:} From the bulk anisotropy. The number of states per energy is the same at each $k_z$. Thus $\langle v_z^2\rangle=\frac12(2ts/\hbar)^2$, and $\langle v_x^2\rangle=E_F/m=\frac12v_F^2$ with $v_F=\sqrt{2E_F/m}$. The next step needs one $\tau$ for motion in the layers and across them. If some collisions randomise $k_z$ but keep the in-plane velocity, the anisotropy no longer fixes the size effect: in the example below, such collisions at a rate $3/\tau$ with the anisotropy held at 404 raise the 12~nm ratio from 1.19 to 1.28. With a single $\tau$ the conductivities are in the ratio of these averages,
\begin{equation}
\frac{\rho_z}{\rho_x}=\frac{v_F^2}{(2ts/\hbar)^2}=\left(\frac{\lambda}{\Lambda}\right)^2 .
\label{aniso}
\end{equation}

\textbf{Q:} Let me see numbers.

\textbf{A:} I take rough values in the regime of PdCoO$_2$ at 300~K, with its layers parallel to the film: $s=0.6$~nm, $k_F=9.5$~nm$^{-1}$, $m=1.5\,m_e$, $\lambda=60$~nm and $t=20$~meV. They give $E_F=2.29$~eV and $\tau=81.8$~fs.

The bulk resistivity follows from (\ref{sigma}) with $S=1$. The density of states per volume is $m/(\pi\hbar^2s)$, so
\begin{equation}
\sigma_0=e^2\tau\,\frac{v_F^2}{2}\,\frac{m}{\pi\hbar^2s}
=\frac{e^2}{h}\,\frac{k_F\lambda}{s},
\end{equation}
where $mv_F=\hbar k_F$ and $v_F\tau=\lambda$ were used. With $h/e^2=25.81$~k$\Omega$,
\begin{equation}
\rho_0=25.81\ {\rm k}\Omega\times\frac{0.6\ {\rm nm}}{9.5\ {\rm nm}^{-1}\times60\ {\rm nm}}
=2.72\ \mu\Omega\,{\rm cm}.
\end{equation}
For the warping, $2ts=0.024$~eV\,nm and $\hbar/\tau=8.043$~meV, so $\Lambda=0.024/0.008043=2.984$~nm. By (\ref{aniso}) the anisotropy is $(60/2.984)^2\approx404$.

For fully diffuse surfaces, $p=0$, the ratios $\rho/\rho_0$ are as follows. The sphere and the lying cylinder are given the same $\lambda$ and $\rho_0$, so that the Fermi-surface geometry alone differs.
\begin{center}
\begin{tabular}{ccccc}
$d$ (nm) & upright & warped & lying & sphere\\
6 & 1.000 & 1.408 & 5.291 & 4.782\\
12 & 1.000 & 1.186 & 3.381 & 3.096\\
24 & 1.000 & 1.086 & 2.286 & 2.128\\
48 & 1.000 & 1.041 & 1.664 & 1.580
\end{tabular}
\end{center}
At 12~nm the resistivities are 2.72, 3.22, 9.19 and 8.41~$\mu\Omega$\,cm. Simulated random flights in the same film give 3.10 for the sphere, in agreement with the integral within sampling noise.

\textbf{Q:} The warped cylinder rises by 19\% at 12~nm. So in a real metal I was right after all.

\textbf{A:} That a size effect exists, yes; its size is another matter. The length that competes with $d$ is $\Lambda\approx3$~nm, not $\lambda=60$~nm. Equation (\ref{warpthick}) gives a rise of $0.637\times2.98/12=0.158$. Keeping the denominator, $1/(1-0.158)=1.188$, close to the full 1.186. Half-specular surfaces, $p=0.5$, bring the ratio down to 1.086.

The two limits must be taken in order. At fixed $d$, letting $t\to0$ restores $\rho=\rho_0$. At fixed $t$ and $p=0$, letting $d/\Lambda\to0$ does the opposite: from $1-e^{-y}\ge y-y^2/2$ one finds $S\le d/(2\lambda_z)$, so $S\to0$ for every $\theta$ with $\sin\theta\ne0$, and $\rho/\rho_0$ grows without limit. That second limit is formal here, since 3~nm is five layers and the semiclassical picture gives out first.

\textbf{Q:} Does the round cross-section or the sharp Fermi surface matter?

\textbf{A:} Little. A thermal sum over $\mathbf k$ at 300~K, with velocities differentiated from (\ref{band}), gives 1.1861, against 1.1860 from (\ref{warp}). The last digit is the error of the 64-point mesh in $k_z$, not an effect of temperature: for $k_BT\ll E_F-2t$ the thermal weight at each $k_z$ is still $E_F+2t\cos\theta$ up to exponentially small terms, and a finer mesh gives 1.1860. Multiplying the in-plane energy by $1+0.05\cos6\varphi$, which makes the section hexagonal, also gives 1.1861 on the same mesh. This is expected: that energy is still quadratic under a rescaling of the in-plane wave vector, so the weight at each $k_z$ is still proportional to $E_F+2t\cos\theta$.

\section{What else depends on thickness}

\textbf{Q:} Suppose the hopping were zero. Would the film resistivity then be independent of thickness?

\textbf{A:} Its classical size effect would be absent; other dependences could remain. An electron in the outermost layer need not travel to the surface. It lives there, and roughness or adsorbed atoms can scatter it. The boundary condition on moving electrons does not describe this. Suppose, as an extreme, that the two outer layers carry no current and the inner ones keep their bulk conductance. A 12~nm film has $N=20$ layers in parallel, so
\begin{equation}
\frac{\rho}{\rho_0}=\frac{N}{N-2}=\frac{20}{18}=1.111,
\end{equation}
with $\rho$ still computed from the full thickness. For large $N$ the rise is $2s/d$. It varies as $1/d$, like a classical size effect, but its length is the layer spacing. A measured $1/d$ law alone would not tell the two apart.

\textbf{Q:} And if the layers are not quite parallel to the surface?

\textbf{A:} Tilt them by $\alpha$ about the current direction. The unwarped cylinder then has a velocity component $v_F\sin\alpha\cos\varphi$ along the film normal. The integral is that of the lying cylinder with $\lambda$ replaced by $\lambda\sin\alpha$. For $1^\circ$ this length is about 1.05~nm, and at 12~nm with $p=0$ the resistivity rises by 3.8\%. For in-plane current perpendicular to the tilt axis, the current must also pass from layer to layer. That adds bulk resistance, and for zero hopping it blocks a steady uniform current altogether.

\textbf{Q:} What about quantized motion across so thin a film?

\textbf{A:} For a chain of $N$ layers with hopping $-t$, the level energies $\epsilon_j$ sum to zero, because the hopping matrix has zero trace. At fixed $\tau$ and $E_F$, each occupied subband has an in-plane conductance proportional to $E_F-\epsilon_j$. The total is proportional to $NE_F$, as without hopping, provided every subband is occupied. Quantization thus leaves this conductance unchanged before surface scattering is added. It does limit the trust one can place in (\ref{warp}): at 12~nm the subband spacing near the band centre is 5.98~meV, comparable with the level width $\hbar/\tau=8.04$~meV. I would read the 19\% as a semiclassical estimate.

\section{From film to interconnect}

\textbf{Q:} Then a layered metal with upright cylinders should make a good narrow wire.

\textbf{A:} A wire also has side walls. Let them be normal to $y$, with the cylinder axis still vertical and the current along $x$. The electrons move freely in the $xy$ plane and do hit those walls. This is the lying-cylinder problem with $d$ replaced by the line width. For zero hopping and a circular cross-section, a line 12~nm wide with fully diffuse side walls has $\rho/\rho_0=3.38$, whatever its height. For a hexagonal cross-section the ratio also depends strongly on the direction of the line within the layers: with the factor $1+0.05\cos6\varphi$ used above it is 2.4 for a line along $\varphi=0$ and 4.1 for a line along $\varphi=30^\circ$. The protection covers surfaces parallel to the layers and no others.

Grain boundaries that stand upright in the film act in a similar way. Let parallel walls normal to the current be a distance $D$ apart, each reflecting with probability $R$ at every angle. An electron meets a wall at equal time intervals $D/|v_x|$, whether it was transmitted or reflected at the last one. Each encounter multiplies its mean $v_x$ by $(1-R)-R=1-2R$. In the film problem each surface encounter multiplies the memory of the field by $p$, also at equal intervals. The same $S$ therefore applies, with $x=|v_x|\tau/D$ and $p=1-2R$, if the field is taken as uniform. That is an approximation, since in a steady state the field adjusts near each wall until the same current flows at every position. For the illustrative values $D=100$~nm and $R=0.1$, it gives a resistivity rise of 10.9\% at any film thickness for which $D$ stays the same. Letting the field adjust gives 11.2\%. The uniform-field form is good only for weak reflection: at $R=0.5$ it gives 76\% in place of 98\%, and as $R\to1$ it stays finite although the walls then block the current.

\textbf{Q:} How does this sit beside actual PdCoO$_2$ films?

\textbf{A:} The compound has conducting palladium layers and a Fermi surface close to a hexagonal cylinder, and its bulk resistivity is a few $\mu\Omega$\,cm in the layers and some hundreds of times larger across them, so the bulk inputs are of the right size. The values of $D$, $R$ and the tilt are illustrative, and depend on how a film was grown. Real films break the assumption of a perfect upright cylinder through warping, which moves the 12~nm result by 19\% for $p=0$. They can also break the assumption of a single crystal, which moves it by 11\% for the walls above and by more if the walls are closer or reflect more. These figures are separate estimates and need not add. I have also kept $\tau$ at its bulk value; extra defects in a thin film would raise the resistivity without any help from the surfaces.

\textbf{Q:} Then my rule should read: diffuse surfaces raise the resistivity when electrons that carry the current also have a velocity towards those surfaces.

\textbf{A:} Yes, for the classical size effect; scattering of electrons that live in the outermost layer is a separate matter. The length to compare with the thickness is $|v_z|\tau$, weighted by $v_x^2$. The in-plane mean free path can be twenty times longer, as it is here, without setting the scale of the film's size effect. The numerical output below lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
layer spacing s = 0.6 nm; kF = 9.5 1/nm
mass = 1.5 m_e; in-plane mean free path = 60.0 nm
interlayer hopping t = 20 meV; T = 300 K
Fermi energy of cylinder = 2.292 eV
Fermi velocity = 7.332e+05 m/s; tau = 81.8 fs
bulk in-plane resistivity rho0 = 2.717 micro-ohm cm
rho0 from k-space sum = 2.717 micro-ohm cm
largest |v_z| tau, warped cylinder = 2.984 nm
bulk anisotropy rho_z/rho_x = 404
S(x=1,p=0) = 0.3679; finite difference = 0.3679
largest error of S in 9 Boltzmann solutions = 3.4e-07
rho/rho0, p = 0: d(nm) upright warped lying sphere
     6  1.000  1.408  5.291  4.782
    12  1.000  1.186  3.381  3.096
    24  1.000  1.086  2.286  2.128
    48  1.000  1.041  1.664  1.580
values below are for d = 12 nm, 20 layers
resistivity, upright cylinder = 2.717 micro-ohm cm
resistivity, warped cylinder = 3.223 micro-ohm cm
resistivity, lying cylinder = 9.187 micro-ohm cm
resistivity, sphere = 8.412 micro-ohm cm
sphere rho/rho0 from random flights = 3.097
warped rho/rho0, thermal k-space sum = 1.1861
warped rho/rho0, sharp Fermi surface = 1.1860
warped rho/rho0, hexagonal section = 1.1861
warped rho/rho0 at p = 0.5: 1.086
neglected by the ideal cylinder, rise of resistivity:
  warping: 18.6 %
  layers tilted by 1 degree: 3.8 %
  two outer layers carrying no current: 11.1 %
  grain walls 100 nm apart, reflection 0.1: 10.9 %
  same grain walls, random flights: 11.0 %
thermal energy / Fermi energy = 0.0113
subband spacing at band centre = 5.98 meV
level width hbar/tau = 8.04 meV
\end{verbatim}
